Why vacancy-pair dissociation costs more than the binding energy

**Question**

I am modelling the annealing of impurity–vacancy pairs in an irradiated semiconductor. Take a pair with binding energy 1.0 eV and an isolated vacancy with migration barrier 0.45 eV. Capture is said to be barrierless: the vacancy meets no extra obstacle as it approaches the impurity. Then the reverse path should simply climb from the pair to the separated state, and that climb is 1.0 eV. Should I use 1.0 eV as the activation energy for dissociation? If not, where does any additional energy come from, and does it survive if the attraction lowers the hopping barriers near the impurity?

**Answer**

Use 1.45 eV for these numbers. The binding energy compares two minima, while a rate depends on the saddles between them. The separated vacancy is not at the top of a smooth slope. It sits in a lattice well, and the saddles around that well lie E_m above its bottom. "Barrierless capture" means that there is no barrier beyond this ordinary migration barrier.

**The model**

I use atomic units in the algebra, and β = 1/(k_B T). The impurity is fixed on a diamond lattice and the vacancy hops between neighbouring sites. Site energies E_i are measured from a distant vacancy, so E_i = 0 far away. The four sites next to the impurity have energy −E_b, with E_b > 0, and no site is lower. An exchange of vacancy and impurity merely inverts the pair, so it does not affect escape and is left out.

The hop rate from i to j is

k_ij = ν exp[−β(S_ij − E_i)], S_ij = S_ji,

where ν is the attempt frequency and S_ij the saddle energy. Far away S_ij = E_m. Near the impurity a finite number of saddles may be lower, but for now none is higher. Dissociation means reaching a distant sphere, whose radius is large compared with the range of capture.

**From hop rates to a dissociation rate**

Let t_i be the mean time to reach the sphere from site i. The vacancy waits on average 1/Σ_j k_ij and then continues from a neighbour, so

Σ_j k_ij (t_i − t_j) = 1.

Multiply by p_i = exp(−βE_i). The site energy cancels from the left side:

Σ_j c_ij (t_i − t_j) = p_i, c_ij = ν exp(−βS_ij).

The c_ij are symmetric, like conductances in a resistor network. Now let h_i be the probability of reaching one of the four pair sites before the sphere. It is 1 on the pair sites, 0 on the sphere, and elsewhere

Σ_j c_ij (h_i − h_j) = 0.

The current leaving the pair sites defines the conductance C:

C = Σ_(i in pair) Σ_j c_ij (h_i − h_j).

Multiply the time equation by h_i and sum over i. Because c_ij is symmetric and both t and h vanish on the sphere, they can be interchanged:

Σ_i h_i p_i = Σ_ij c_ij h_i (t_i − t_j)
= ½ Σ_ij c_ij (h_i − h_j)(t_i − t_j)
= Σ_ij c_ij t_i (h_i − h_j) = t C.

In the last step only the pair sites contribute, and by symmetry they share one time t. For a deep pair the sum on the left is dominated by those four sites, provided the sphere is not so large that the many free sites inside it outweigh them. Then

k_d = 1/t = C/Z, Z = 4 exp(βE_b).

A deep pair also decays as a first-order process. The vacancy makes many excursions, each starting from an equivalent site and each with the same tiny chance of success, so the escape time is exponentially distributed to a good approximation.

**Why lower saddles near the impurity do not remove E_m**

Write w = ν exp(−βE_m) for the hop rate along one distant bond, and C = wG. Then

k_d = (νG/4) exp[−β(E_b + E_m)].

It remains to show that G hides no further activation energy. The conductance is the minimum of

½ Σ_ij c_ij (h_i − h_j)²

over all h that equal 1 on the pair and 0 on the sphere. Setting the derivative with respect to a free h_i to zero gives the equation for h above, and the value at the minimum is C. Two bounds follow.

- Raising every altered saddle to E_m lowers the c_ij, and therefore cannot raise the minimum. This gives G ≥ G_flat.
- Forcing h = 1 on every site touched by an altered bond restricts the trial functions, and therefore cannot lower the minimum. The altered bonds then carry no current. This gives G ≤ G_short.

Both bounds involve equal bonds w alone, so neither depends on temperature. However easily the vacancy moves near the impurity, it must still cross the ordinary lattice outside.

The slope of an Arrhenius plot is

−d ln k_d/dβ = E_b + E_m − d ln G/dβ.

On a finite network, G is a ratio of determinants, each a finite sum of exponentials in β. On cooling, one exponent dominates each sum, so d ln G/dβ tends to a constant. A nonzero constant would drive G out of its bounds, so the constant is zero. The activation energy tends to E_b + E_m in the cold limit.

**The same result from capture**

A distant vacancy has four bonds of length √3a/4, where a is the cubic lattice constant. Successive steps are uncorrelated, because the four bond vectors at either kind of site sum to zero. Hence

D = (1/6)(4w)(3a²/16) = wa²/8.

The capture coefficient is k_c = 4πR_c D, which defines the capture radius R_c. There are 8/a³ sites per volume, and detailed balance equates the two currents at equilibrium:

k_d Z = (8/a³) k_c = C.

Inserting D gives C = 4πR_c w/a, and therefore R_c = aG/(4π). The two energies now have separate origins: capture carries E_m through D, and detailed balance adds E_b through Z.

**Numbers**

Take E_b = 1.0 eV, E_m = 0.45 eV, ν = 10¹³ s⁻¹, a = 5.43 Å and T = 430 K, so k_B T = 0.03705 eV. Let the second and third neighbour shells have energies E_2 = −0.30 eV and E_3 = −0.10 eV, and let each saddle follow the mean of its two site energies:

S_ij = E_m + (E_i + E_j)/2.

The first hop out of the pair then has the barrier

0.45 + (−1.0 − 0.30)/2 + 1.0 = 0.80 eV.

This is below even the binding energy, yet it is not the dissociation energy. Solving the network equations numerically, with the outer sphere taken to infinity, gives G = 13.2, between G_flat = 5.0 and G_short = 14.1. Thus

νG/4 = 3.31 × 10¹³ s⁻¹,
k_d = 3.31 × 10¹³ exp(−1.45/0.03705) ≈ 3.35 × 10⁻⁴ s⁻¹.

The lifetime is about 2990 s, or 50 minutes. First hops occur at 3ν exp(−0.80/0.03705) ≈ 1.26 × 10⁴ s⁻¹, since each pair site has three outward bonds. The ratio of the two rates is 2.7 × 10⁻⁸: nearly every first hop ends in a return.

Numerical differentiation of ln k_d gives an activation energy of 1.447 eV at 430 K and 1.449 eV at 200 K. The limiting value is 1.450 eV, or 0.0533 hartree. The small deficit arises because lowered saddles conduct relatively better on cooling, so G rises slightly with β. The capture radius is

R_c = 5.43 × 13.2/(4π) ≈ 5.7 Å.

A second case, with E_b = 0.5 eV, E_m = 0.3 eV and no attraction beyond the nearest sites, gives 0.800 eV at 430 K, again the sum.

If you keep the prefactor but use E_b alone, the rate at 430 K is too large by exp(0.45/0.03705) ≈ 1.9 × 10⁵. The temperature for a 30-minute lifetime comes out as 300 K instead of 436 K. The opposite error, reading a measured 1.45 eV as the binding energy, makes the equilibrium pairing constant too large by the same factor at 430 K.

**If capture does have a barrier**

Suppose all twelve bonds between the nearest and second shells have saddle energy E_m + E_c. By symmetry the second-shell sites share one h, so these bonds are in series with the rest of the network:

1/G = exp(βE_c)/12 + 1/G′,

where G′ is the conductance from the second shell outward, in units of w. When the first term dominates, G ∝ exp(−βE_c), and the activation energy becomes E_b + E_m + E_c. For E_c = 0.20 eV the computed value at 430 K is 1.649 eV.

If one of the three exits from each pair site is raised and the others are left alone, the result is 1.447 eV. The open exits carry the current. In the cold limit, what matters is the highest saddle on the best complete path; at finite temperature, competing paths shift the activation energy slightly.

**Recapture by other impurities**

A freed vacancy may be captured by another donor, at rate k_r, or by a permanent sink, at rate k_s. Let P be the number of pairs and v the number of free vacancies. When k_r + k_s ≫ k_d, v follows P quasi-steadily:

k_d P = (k_r + k_s)v,
dP/dt = −k_s v = −k_d P k_s/(k_r + k_s).

Both capture rates are proportional to D, so E_m cancels from the last fraction. With 10¹⁶ cm⁻³ unpaired donors, 10¹⁸ cm⁻³ sinks and an assumed sink radius of 5 Å, the fraction is 0.99. With 10¹⁴ cm⁻³ sinks it is 0.009, so annealing is over a hundred times slower than dissociation. With the few sinks the activation energy is 1.450 eV, because G cancels between k_d and k_r; with the many sinks it is the 1.447 eV of dissociation itself. Both values assume that the donor and sink densities stay fixed. These fractions use the neutral capture radius of 5.7 Å for the donor. With the Coulomb radius of 33 Å derived below they become 0.94 and 0.0015.

**How this compares with a real pair**

The parameters are round values in the rough regime of a donor–vacancy pair in silicon, not a calculation of a particular pair. Such pairs anneal at very roughly 400 K, which is also the model's temperature range. This agreement does not test E_b and E_m separately, and it does not show that a real pair is lost by dissociation rather than by migrating intact. One assumption to check is the fixed charge state. If the departing vacancy had E_m = 0.20 eV, a rough value for a negatively charged vacancy, the sum would fall to 1.20 eV and the rate at 430 K would rise by a factor of about 850 at the same E_b. In reality E_b would change too.

Other omissions can be sized for the same example:

- **Coulomb attraction.** For unit opposite charges and relative permittivity ε = 11.7, the potential energy is −k_B T ℓ/r with ℓ = β/ε. Steady drift and diffusion to radius R_c give

R_eff = 1/∫ exp(−ℓ/r) dr/r² = ℓ/[1 − exp(−ℓ/R_c)],

with the integral from R_c to infinity. This is 33 Å, nearly six times the neutral R_c, so the rate rises by that factor at fixed E_b. Since R_eff is nearly proportional to β, the activation energy lies almost k_B T below E_b + E_m, here by 0.036 eV. The screening length for 10¹⁶ cm⁻³ carriers is about 490 Å, so screening is weak over the capture range.

- **Tunnelling.** The leading correction multiplies a hop rate by 1 + (2πνβ)²/24, if the barrier top has the same frequency ν. It adds 5% and lowers the activation energy by 0.004 eV. Quantising the vibration in the well gives a second factor of the same size, so the two together add about 11% and lower the activation energy by 0.008 eV.

- **Migration of the intact pair.** The vacancy can go around the impurity through the third shell, exchange places with it, and so carry it along. The highest saddle on this route is 0.45 + (−0.30 − 0.10)/2 = 0.25 eV, which lies 1.25 eV above the pair. For an upper estimate, count each passage into the third shell as an uncorrelated pair displacement of a/√2, with exchange not limiting. This is the distance between two pair sites, so it is the vacancy's own displacement; the centre of the pair moves only half as far, and some passages turn back. For 10¹⁸ cm⁻³ sinks of radius 5 Å, loss by pair migration is then at most about 0.06 of the dissociation rate at 430 K, and at most about 0.6 at 300 K. Solving the network for transfer between pair sites gives 0.008 and 0.08, eight times below these bounds. Migration gains on cooling because its activation energy is lower. These figures hold only for the chosen E_2 and E_3. If the Coulomb attraction above is added to all sites beyond the pair at fixed E_b, then E_2 ≈ −0.62 eV and E_3 ≈ −0.37 eV. The saddle then lies only 0.95 eV above the pair, and migration removes pairs about four times faster than dissociation at 430 K.

A measured annealing energy is therefore not automatically a dissociation energy. Once you have established that dissociation controls the loss, that capture has no extra barrier, and which charge state the vacancy leaves in, you can extract

E_b ≈ E_d − E_m,

where E_d is the measured activation energy and E_m belongs to that charge state. With your numbers, 1.45 − 0.45 = 1.00 eV.
